# Lang-Firsov Polaron Shift and Band Narrowing in the Holstein Model

## What dimensions and symmetry fix

Take one electron on two sites, each carrying one harmonic oscillator. In atomic units (\(\hbar=1\)) the phonon frequency \(\omega\) is also the phonon energy, and the Holstein Hamiltonian is

\[
H=-t\,(c_1^\dagger c_2+c_2^\dagger c_1)+\omega\sum_i b_i^\dagger b_i+g\omega\sum_i n_i(b_i+b_i^\dagger),\qquad n_i=c_i^\dagger c_i .
\]

Here \(t>0\) is the hopping energy and \(g\) is a dimensionless coupling. Every energy level must be \(\omega\) times a function of \(t/\omega\) and \(g\). Two symmetries restrict that function.

First, the replacement \(b_i\to-b_i\) is unitary and reverses the sign of \(g\). The levels therefore depend on \(g^2\).

Second, the replacement \(c_2\to-c_2\) reverses the sign of \(t\). It also turns a state that is even under exchange of the two sites, oscillators included, into an odd one. Hence \(E_{\rm even}(t)=E_{\rm odd}(-t)\).

At \(t=0\) the electron can sit on either site, so the lowest level is doubly degenerate. It supplies one even and one odd state, and the next level lies \(\omega\) higher. The hopping is a bounded operator, so for small \(t\) both energies are power series in \(t\). By the second symmetry their mean is even in \(t\) and their difference is odd:

\[
\bar E=-\omega A(g^2)+O(t^2/\omega),\qquad
\Delta E=2t\,R(g^2)\left[1+O(t^2/\omega^2)\right].
\]

Two functions remain to be found. The results will be \(A=g^2\), the polaron shift, and \(R=e^{-g^2}\), the narrowing factor. The form above already shows their status: they are the leading terms for small \(t/\omega\) at fixed \(g\). Everything below refers to zero temperature.

## One site: a displaced oscillator

With the electron fixed on one site, \(H=\omega b^\dagger b+g\omega(b+b^\dagger)\). Completing the square gives

\[
H=\omega(b^\dagger+g)(b+g)-g^2\omega .
\]

The operator \(b+g\) obeys the same commutation rule as \(b\), so the spectrum is \(-g^2\omega+m\omega\) with \(m=0,1,2,\dots\) The electron pulls the oscillator to a new equilibrium and gains \(g^2\omega\). In the ground state \((b+g)|\psi\rangle=0\), so \(b|\psi\rangle=-g|\psi\rangle\) and \(\langle b^\dagger b\rangle=g^2\). The net gain has two parts: the coupling energy is \(-2g^2\omega\), and the distortion costs \(+g^2\omega\).

The same step can be written as a unitary transformation. Define

\[
D(g)=e^{g(b^\dagger-b)},\qquad D(g)^\dagger=D(-g).
\]

Since \([g(b^\dagger-b),b]=g[b^\dagger,b]=-g\) is a number, all higher commutators vanish and \(D(g)\,b\,D(g)^\dagger=b-g\). This form carries over to a moving electron, because the displacement can be made to depend on where the electron is.

## Two sites: displacement tied to the electron

Choose

\[
S=\sum_i n_iB_i,\qquad B_i=g(b_i^\dagger-b_i),
\]

and transform every operator as \(\tilde O=e^SOe^{-S}\). The spectrum does not change.

For the phonons, \([S,b_i]=g\,n_i[b_i^\dagger,b_i]=-g\,n_i\). This commutes with \(S\), so the series stops:

\[
\tilde b_i=b_i-g\,n_i .
\]

For the electron, \([n_i,c_i]=-c_i\) gives \([S,c_i]=-B_ic_i\). Because \(B_i\) commutes with \(S\) and with \(c_i\), the \(k\)-fold commutator is \((-B_i)^kc_i\). The series sums to

\[
\tilde c_i=e^{-B_i}c_i=D_i(-g)\,c_i,\qquad \tilde c_i^\dagger=c_i^\dagger D_i(g).
\]

The number \(n_i\) is unchanged. The phonon and coupling terms on site \(i\) become

\[
\begin{aligned}
&\omega(b_i^\dagger-gn_i)(b_i-gn_i)+g\omega n_i(b_i+b_i^\dagger-2gn_i)\\
&=\omega b_i^\dagger b_i-g\omega n_i(b_i+b_i^\dagger)+g^2\omega n_i^2+g\omega n_i(b_i+b_i^\dagger)-2g^2\omega n_i^2\\
&=\omega b_i^\dagger b_i-g^2\omega n_i^2 .
\end{aligned}
\]

The linear coupling has cancelled. The full transformed Hamiltonian is

\[
\tilde H=-t\left[c_1^\dagger c_2\,D_1(g)D_2(-g)+{\rm h.c.}\right]+\omega\sum_ib_i^\dagger b_i-g^2\omega\sum_in_i^2 .
\]

No approximation has been made. For one electron \(n_i^2=n_i\) and \(n_1+n_2=1\), so the last term is the constant \(-g^2\omega\). This fixes \(A=g^2\) and agrees with the one-site result when \(t=0\).

The coupling has moved into the hopping. When the electron goes from site 2 to site 1, the oscillator it leaves must relax and the one it joins must distort. The displacement operators carry out both changes.

## First order in the hopping

At \(t=0\) the two lowest states of \(\tilde H\) are \(|1;0\rangle\) and \(|2;0\rangle\), with the electron on site 1 or 2 and no phonons in the transformed frame. To first order in \(t\), the hopping is diagonalized within this pair. The required matrix element follows from \(e^{X+Y}=e^Xe^Ye^{-[X,Y]/2}\), valid when \([X,Y]\) is a number. With \(X=gb^\dagger\) and \(Y=-gb\), \([X,Y]=-g^2[b^\dagger,b]=g^2\), so

\[
D(g)=e^{-g^2/2}e^{gb^\dagger}e^{-gb},\qquad
\langle m|D(g)|0\rangle=e^{-g^2/2}\frac{g^m}{\sqrt{m!}} .
\]

For \(m=0\) each oscillator contributes \(e^{-g^2/2}\). Two oscillators change in a hop, hence

\[
\langle1;0|\tilde H|2;0\rangle=-t\,e^{-g^2/2}e^{-g^2/2}=-t\,e^{-g^2}.
\]

The symmetric and antisymmetric combinations have energies

\[
E_\mp=-g^2\omega\mp t\,e^{-g^2},\qquad \Delta E=2t\,e^{-g^2}.
\]

This fixes \(R=e^{-g^2}\). In the original frame the factor is the overlap of two lattice states, one distorted around site 1 and the other around site 2. For \(g\to0\) the bare splitting \(2t\) returns.

The number of phonons in the ground state gives another check. Hold the coupling energy \(\lambda=g\omega\) fixed. Then \(\partial H/\partial\omega=\sum_ib_i^\dagger b_i\), and its expectation value is \(\partial E/\partial\omega\) by the Hellmann-Feynman theorem. With \(E_-=-\lambda^2/\omega-t\,e^{-\lambda^2/\omega^2}\),

\[
\Big\langle\sum_ib_i^\dagger b_i\Big\rangle=\frac{\lambda^2}{\omega^2}-t\,e^{-\lambda^2/\omega^2}\frac{2\lambda^2}{\omega^3}
=g^2-\frac{2g^2t}{\omega}e^{-g^2}+O(t^2/\omega^2).
\]

In the ground state the cloud of \(g^2\) phonons becomes slightly smaller when the electron can move. In the upper level the first-order term has the opposite sign and the cloud grows.

## Second order: hops that create phonons

A hop may also end in a state with phonons, which costs energy and must be undone by a later hop. Starting from \(|1;0\rangle\), the amplitude for reaching site 2 with \(m_1\) and \(m_2\) phonons is

\[
-t\,e^{-g^2}\frac{(-g)^{m_1}g^{m_2}}{\sqrt{m_1!\,m_2!}} .
\]

The return hop is the adjoint process, so the product of the two amplitudes is the squared modulus. The energy denominator is \(-(m_1+m_2)\omega\). Group the terms by \(m=m_1+m_2\) and use the binomial theorem:

\[
\sum_{m_1+m_2=m}\frac{g^{2m_1}g^{2m_2}}{m_1!\,m_2!}=\frac{(2g^2)^m}{m!} .
\]

The second-order energy is therefore

\[
E^{(2)}=-\frac{t^2}{\omega}e^{-2g^2}F(2g^2),\qquad F(x)=\sum_{m\ge1}\frac{x^m}{m\,m!} .
\]

Two hops on two sites bring the electron back to its starting site. There is thus no second-order term connecting \(|1;0\rangle\) with \(|2;0\rangle\), and both levels move down by the same amount. The splitting is first corrected at third order, as the symmetry argument requires.

The strong-coupling limit has a simple meaning. Differentiating the series gives \(F'(x)=(e^x-1)/x\), so \(F(x)\) approaches \(e^x/x\) for large \(x\), and

\[
E^{(2)}\to-\frac{t^2}{2g^2\omega}\qquad(g\gg1).
\]

The denominator is the cost of a hop during which the lattice stays still. The oscillator left behind keeps its distortion energy \(g^2\omega\), and the electron loses the relaxed energy \(-g^2\omega\), which makes \(2g^2\omega\) in total. This correction falls as a power of \(g\), whereas the splitting falls as \(e^{-g^2}\). At large \(g\) the common shift of the levels can therefore exceed their splitting. At \(g=4\) the full second-order expression is 1.033 times its limiting form.

## Comparison with exact diagonalization

Choose round parameters \(\omega=0.100\) eV, \(t=0.010\) eV and \(g=1.2\). Then \(g^2=1.44\), and

\[
-g^2\omega=-1.44\times0.100=-0.144\ {\rm eV},\qquad e^{-1.44}=0.2369 .
\]

The shift equals \(-0.00529\) hartree. The predicted splitting is

\[
2t\,e^{-g^2}=0.0200\times0.2369=0.00474\ {\rm eV}.
\]

The original Hamiltonian, diagonalized in a finite oscillator basis on both sites, gives levels at \(-0.146787\) and \(-0.142056\) eV. Their splitting is 0.00473 eV, or \(1.739\times10^{-4}\) hartree. It is 0.15% below the Lang-Firsov value, while the bare splitting of 0.0200 eV is about 4.2 times the exact one.

The mean of the exact levels is \(-0.144422\) eV, which lies 0.000422 eV below the polaron shift. The second-order formula predicts this difference. Here \(t^2/\omega=0.0010\) eV and \(e^{-2g^2}F(2g^2)=0.4225\), so \(E^{(2)}=-0.0004225\) eV, against the exact \(-0.0004216\) eV. The displacement of the mean is about 9% of the splitting. First order thus describes the splitting much better than it describes the position of each level relative to that splitting.

The exact ground state contains 1.371 phonons. The formula above gives

\[
1.44-2\times1.44\times0.1\times0.2369=1.372 .
\]

The orders of the remainders are tested separately at \(g=0.5\). When \(t/\omega\) is halved from 0.04 to 0.02, the relative error of the splitting falls by a factor of 4.00. The error of the mean level, with \(E^{(2)}\) included, falls by 16.0. These are the factors expected for remainders proportional to \(t^2\) and \(t^4\).

## The opposite expansion: weak coupling at finite hopping

The result \(e^{-g^2}\) relies on small \(t/\omega\). To see what happens otherwise, keep \(t/\omega\) finite and expand in \(g\). Introduce in-phase and relative modes,

\[
B=\frac{b_1+b_2}{\sqrt2},\qquad b=\frac{b_1-b_2}{\sqrt2},
\]

and let \(\sigma_z=n_1-n_2\) and \(\sigma_x=c_1^\dagger c_2+c_2^\dagger c_1\). Since \(n_1+n_2=1\), \(n_1b_1+n_2b_2=(B+\sigma_zb)/\sqrt2\). The in-phase mode feels a constant force of strength \(g/\sqrt2\), and by the one-site result it contributes \(-g^2\omega/2\). The rest is

\[
H_{\rm rel}=-t\sigma_x+\omega b^\dagger b+\frac{g\omega}{\sqrt2}\sigma_z(b+b^\dagger).
\]

At \(g=0\) the bonding state (\(\sigma_x=1\)) has energy \(-t\) and the antibonding state has energy \(+t\). The operator \(\sigma_z\) exchanges them, and the coupling creates one phonon. From the bonding state the intermediate state lies \(\omega+2t\) higher; from the antibonding state it lies \(\omega-2t\) higher. Second-order perturbation theory in \(g\) gives

\[
\delta E_{\rm b}=-\frac{g^2\omega^2}{2(\omega+2t)},\qquad
\delta E_{\rm a}=-\frac{g^2\omega^2}{2(\omega-2t)} .
\]

The common shift from the in-phase mode drops out of the difference:

\[
\begin{aligned}
\Delta E&=2t-\frac{g^2\omega^2}{2}\left[\frac1{\omega-2t}-\frac1{\omega+2t}\right]
=2t-\frac{g^2\omega^2}{2}\,\frac{4t}{\omega^2-4t^2}\\
&=2t\left[1-\frac{g^2}{1-4t^2/\omega^2}\right]+O(g^4).
\end{aligned}
\]

For \(2t\ll\omega\) the bracket becomes \(1-g^2\), the start of the expansion of \(e^{-g^2}\). The two expansions agree where both apply. At \(t/\omega=0.3\) the coefficient of \(g^2\) is \(1/(1-0.36)=1.5625\) instead of 1. Exact diagonalization at \(g=0.02\) gives 1.561. At this hopping and weak coupling, the narrowing is stronger than the Lang-Firsov factor predicts.

The formula diverges at \(2t=\omega\). There the antibonding state without phonons has the same energy as the bonding state with one phonon, and the two must be mixed before any expansion. For \(2t>\omega\) and \(g\to0\), the first excited level is the bonding state plus one phonon. The gap between the lowest two levels is then no longer the electronic splitting.

The exact gap between the lowest two levels, divided by \(2t\,e^{-g^2}\), is as follows for \(\omega=0.100\) eV:

| \(g\) | \(t=0.010\) eV | \(t=0.040\) eV | \(t=0.100\) eV |
|---|---|---|---|
| 0.5 | 0.994 | 0.895 | 0.549 |
| 1.0 | 0.996 | 0.937 | 0.744 |
| 1.5 | 1.002 | 1.023 | 1.094 |
| 2.0 | 1.003 | 1.045 | 1.288 |

At \(t/\omega=0.1\) the law holds within 1% for all four couplings. At \(t=\omega\) it is wrong by between 9% and 45% of the predicted value for these four couplings. The deviation changes sign between \(g=1.0\) and \(g=1.5\). In the first two columns, where \(2t<\omega\), the weak-coupling formula accounts for the negative sign as \(g\to0\), but not for the size of the tabulated deviations: at \(g=0.5\) and \(t=0.040\) eV it gives a ratio of 0.39 instead of 0.895. In the last column that formula does not describe the lowest gap; there the gap tends to the phonon energy as \(g\to0\), so the ratio tends to \(\omega/2t=1/2\). The positive sign at larger \(g\) is a numerical finding that the expansions above do not explain.

## From two sites to a band

Now place the electron on a chain with unit lattice spacing and hopping between nearest neighbours. The transformation was carried out site by site, so \(\tilde H\) keeps its form, with one dressed hopping term per bond. Each hop without phonons has amplitude \(-t\,e^{-g^2}\). A Bloch state with wave number \(k\) collects this amplitude from two neighbours, which gives

\[
E(k)=-g^2\omega-2t\,e^{-g^2}\cos k+O(t^2/\omega).
\]

The width \(E(\pi)-E(0)\) is \(4t\,e^{-g^2}\) to first order.

At second order there are two kinds of process. In the first, the electron visits a neighbour and returns. There are two neighbours, so this contributes \(2E^{(2)}\), independent of \(k\).

In the second, the electron goes from site \(i\) through \(j\) to the next site \(l\). The second hop does not act on oscillator \(i\), so the first hop must leave no phonons there; this gives a factor \(e^{-g^2/2}\). Oscillator \(l\) is displaced in the second hop and must also end without phonons, which gives another \(e^{-g^2/2}\). Oscillator \(j\) may hold \(m\) phonons in between. Its two amplitudes are complex conjugates, with product \(e^{-g^2}g^{2m}/m!\). Dividing by \(-m\omega\) and summing over \(m\ge1\) gives a second-neighbour amplitude

\[
-t_2,\qquad t_2=\frac{t^2}{\omega}e^{-2g^2}F(g^2).
\]

Since there are second neighbours on both sides, the Bloch energy gains \(-2t_2\cos2k\). Altogether,

\[
E(k)=-g^2\omega-2t\,e^{-g^2}\cos k-\frac{2t^2}{\omega}e^{-2g^2}\left[F(2g^2)+F(g^2)\cos2k\right]+O(t^3/\omega^2).
\]

Because \(\cos2k=1\) at both \(k=0\) and \(k=\pi\), the second-order term cancels in \(E(\pi)-E(0)\). It does change the shape of the band. To this order \(k=\pi\) remains a maximum if the second derivative there, \(-2t\,e^{-g^2}+8t_2\), is negative. This requires \(t_2<t\,e^{-g^2}/4\), which holds for sufficiently small \(t/\omega\).

A ring of four sites allows \(k=0,\pm\pi/2,\pi\), so it samples both band edges. The opposite site is reached by two paths, in agreement with the factor \(2\cos2k\). For \(\omega=0.100\) eV, \(t=0.002\) eV and \(g=0.5\), the bare width is \(4t=0.0080\) eV and the Lang-Firsov width is 0.00623 eV. Exact diagonalization of the ring also gives 0.00623 eV; the two differ by 0.06%.

The change of shape is visible too. The exact band edges lie at \(-0.0281541\) and \(-0.0219273\) eV, with midpoint \(-0.0250407\) eV. The levels at \(k=\pm\pi/2\) lie at \(-0.0250147\) eV, which is 0.000026 eV above the midpoint. A pure cosine band would have them at the midpoint. The second-order formula gives edges at \(-0.0281558\) and \(-0.0219254\) eV and the same middle levels, hence the same offset to this precision. When \(t\) is halved, the largest error of that formula falls by a factor of 8.2, close to the 8 expected for a third-order remainder.

## Where the one-electron result stops

The constant \(-g^2\omega\) came from \(n_i^2=n_i\). If two electrons of opposite spin may share a site, then \(n_i=n_{i\uparrow}+n_{i\downarrow}\) and \(n_i^2=n_i+2n_{i\uparrow}n_{i\downarrow}\). The transformed Hamiltonian then contains an attraction \(-2g^2\omega\,n_{i\uparrow}n_{i\downarrow}\) besides the polaron shift, and the one-electron levels no longer describe the system.

For one electron the two results have different standing. The term \(-g^2\omega\) in \(\tilde H\) is an identity, although the actual levels also contain the hopping corrections. The factor \(e^{-g^2}\) is the zero-phonon part of the dressed hopping. It gives the splitting or bandwidth when \(t/\omega\) is small at the given \(g\), and the table shows, for two sites, how the agreement is lost as the hopping approaches the phonon energy. On a chain it is lost earlier. At weak coupling the top of the band, \(+2t\), meets the one-phonon states, which start at \(\omega-2t\), when \(4t=\omega\). Second order in \(g\) reduces the width by \(g^2\omega^2\left[(\omega^2-4t\omega)^{-1/2}-(\omega^2+4t\omega)^{-1/2}\right]\), which diverges there; at \(t/\omega=0.1\) this is \(1.11\,g^2\) times the bare width, against \(1.04\,g^2\) for two sites. The accuracy read from the table therefore does not carry over to a band. The numerical check checks the transformed Hamiltonian and these limits numerically.

## Computed values

```
Transformed matrix, largest error (w=1): 8.0e-15
TWO SITES
phonon energy = 0.100 eV, t = 0.010 eV, g = 1.2
polaron shift -g^2 w = -0.144000 eV = -0.005292 Ha
narrowing factor exp(-g^2) = 0.236928
dressed hopping t exp(-g^2) = 0.0023693 eV
first-order levels = -0.1463693, -0.1416307 eV
exact levels = -0.1467873, -0.1420560 eV
exact mean level = -0.1444216 eV
exact mean minus polaron shift = -0.0004216 eV
second-order shift of both levels = -0.0004225 eV
bare splitting 2t = 0.020000 eV
Lang-Firsov splitting = 0.0047386 eV
exact splitting = 0.0047313 eV = 1.7387e-04 Ha
exact / Lang-Firsov splitting = 0.99847
phonons in exact ground state = 1.3710; g^2 = 1.4400
phonons at t = 0.001 w: 1.4393
mode separation, largest error = 5.0e-16 eV
REMAINDERS ON HALVING t (g=0.5, t/w=0.04 to 0.02)
relative splitting error falls by factor 4.004
mean-level error beyond 2nd order falls by 16.000
second order / (-t^2/(2 g^2 w)) at g=4: 1.0334
WEAK COUPLING, g = 0.02, t/w = 0.3
(1 - splitting/2t)/g^2: exact 1.5609, formula 1.5625
EXACT SPLITTING / (2t exp(-g^2)), phonon energy 0.1 eV
t (eV):    0.005    0.010    0.020    0.040    0.100
g = 0.5:   0.9985   0.9939   0.9751   0.8950   0.5487
g = 1.0:   0.9989   0.9956   0.9828   0.9370   0.7440
g = 1.5:   1.0004   1.0016   1.0062   1.0234   1.0941
g = 2.0:   1.0007   1.0028   1.0112   1.0451   1.2883
FOUR-SITE RING, t = 0.002 eV, g = 0.5
exact levels (eV):   -0.0281541 -0.0250147 -0.0250147 -0.0219273
2nd-order band (eV): -0.0281558 -0.0250147 -0.0250147 -0.0219254
bare bandwidth 4t = 0.008000 eV
Lang-Firsov bandwidth = 0.0062304 eV
exact bandwidth = 0.0062268 eV
largest band error falls by 8.183 on halving t
```
